# Does a nesting-function peak signal a density-wave instability?

## Question

I have computed the nesting function of a metallic band,

$$N(\mathbf q)=2\int\!\frac{d^2k}{(2\pi)^2}\,\delta(\varepsilon_{\mathbf k}-\mu)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\mu),$$

and it has a sharp peak at one wavevector. Many pairs of Fermi-surface points are evidently connected by that $\mathbf q$. May I conclude that the metal tends to form a charge-density wave there? If not, what does the peak measure, and when would the conclusion be right?

## Answer

The conclusion does not follow. To see why, first find which quantity decides the instability, then compare it with $N$.

I use atomic units in the algebra, count both spins, write $T$ for $k_BT$, and abbreviate $\int_k=\int d^2k/(2\pi)^2$. The electrons are independent, matrix elements are constant, and $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$. Primes on $f$ and $e$ denote the value at $\mathbf k+\mathbf q$.

### What decides the instability

Apply a weak potential $V\cos(\mathbf q\cdot\mathbf r)$. It mixes into state $\mathbf k$ the states $\mathbf k\pm\mathbf q$, with amplitudes $(V/2)/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})$. The density changes by twice the cross term, summed over occupied states:

$$\delta n=-V\cos(\mathbf q\cdot\mathbf r)\;2\!\int_k f_{\mathbf k}\left[\frac1{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}+\frac1{\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k}}\right].$$

Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term gives $\delta n=-\chi'V\cos(\mathbf q\cdot\mathbf r)$, with

$$\chi'(\mathbf q)=2\int_k\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .$$

The free energy per area obeys $dF/dV=\overline{n\cos(\mathbf q\cdot\mathbf r)}=-\chi'V/2$, so $\delta F=-\chi'V^2/4$. Let a lattice wave of amplitude $u$ produce $V=gu$ and cost the elastic energy $\overline{\tfrac12Ku^2\cos^2}=Ku^2/4$. The undistorted lattice is then unstable when

$$g^2\chi'(\mathbf q)>K .$$

So the static real part matters, together with $g$ and $K$, which may themselves depend on $\mathbf q$.

### What the nesting function measures

The absorptive part at frequency $\omega$ is

$$\chi''(\mathbf q,\omega)=2\pi\int_k(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\omega).$$

For small $\omega$, $f(\varepsilon)-f(\varepsilon+\omega)\to\omega(-\partial f/\partial\varepsilon)$, which at $T=0$ is $\omega\,\delta(\varepsilon-\mu)$. Hence $\chi''/(\pi\omega)\to N(\mathbf q)$.

Dividing $\chi''$ by $\pi\omega$ and integrating over all $\omega$ removes the delta function and returns $\chi'$. Since $\chi''$ is odd in $\omega$,

$$\chi'(\mathbf q)=\frac2\pi\int_0^\infty\frac{\chi''(\mathbf q,\omega)}{\omega}\,d\omega .$$

Apart from a factor 2, $N$ is the height of the integrand at $\omega=0$, while $\chi'$ is the area under it.

### A peak of infinite height with no peak in $\chi'$

Take a parabolic band, $\varepsilon=k^2/2m$, with density of states $N_0=m/\pi$, $E_F=k_F^2/2m$ and $x=q/2k_F$.

**Nesting function.** The first delta function sets $k=k_F$, with $k\,dk=m\,d\varepsilon$. The second then contains $(q^2+2k_Fq\cos\theta)/2m$, which vanishes at two angles with $\cos\theta=-x$, where its slope has magnitude $k_Fq\sqrt{1-x^2}/m$. Therefore

$$N=\frac{2m}{4\pi^2}\,\frac{2m}{k_Fq\sqrt{1-x^2}}=\frac{N_0}{4\pi E_F\,x\sqrt{1-x^2}}\qquad(x<1).$$

It diverges at $q=2k_F$, and also at $q\to0$.

**Absorptive part.** Energy conservation fixes the component of $\mathbf k$ along $\mathbf q$ at $u-q/2$, with $u=m\omega/q$, and contributes a factor $m/q$. The transverse length inside the Fermi circle is $2g_c(s)$, where $g_c(s)=\sqrt{k_F^2-s^2}$ inside and zero outside. The two Fermi functions give

$$\chi''=\frac{N_0}{q}\left[g_c(q/2-u)-g_c(q/2+u)\right].$$

**Real part.** Insert this in the frequency integral, with $d\omega/\omega=du/u$. The second term is the first with $u\to-u$, so the two join into one principal-value integral. With $s=u-q/2$ and $c=q/2$,

$$\chi'=\frac{2N_0}{\pi q}\,P\!\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-s^2}}{s+c}\,ds .$$

Write $k_F^2-s^2=(k_F^2-c^2)+(c-s)(c+s)$ and divide by the square root. The integral becomes $(k_F^2-c^2)J+\pi c$, where, with $s=k_F\cos\theta$ and then $t=\tan(\theta/2)$,

$$J=P\!\!\int_0^\pi\frac{d\theta}{c+k_F\cos\theta}=P\!\!\int_0^\infty\frac{2\,dt}{(c+k_F)+(c-k_F)t^2}.$$

For $c>k_F$ this is $\pi/\sqrt{c^2-k_F^2}$. For $c<k_F$ it is proportional to $P\int_0^\infty dt/(b^2-t^2)$ with $b^2=(k_F+c)/(k_F-c)$. The antiderivative $\frac1{2b}\ln|(b+t)/(b-t)|$ vanishes at both ends, so $J=0$. Hence

$$\chi'=\begin{cases}N_0,&q\le2k_F\\[2pt]N_0\left[1-\sqrt{1-(2k_F/q)^2}\right],&q>2k_F.\end{cases}$$

The nesting function diverges at $2k_F$, where $\chi'$ has the end of a plateau and no peak.

**Why the divergence is lost.** At $q=2k_F$ and small $\omega$, $g_c(k_F+u)=0$ and $g_c(k_F-u)\approx\sqrt{2k_Fu}=\sqrt{m\omega}$, so $\chi''\approx\frac{N_0}{2}\sqrt{\omega/2E_F}$. The integrand $\chi''/\omega$ grows as $\omega^{-1/2}$, which is integrable. Frequencies below $\Omega\ll E_F$ supply the fraction

$$\frac2\pi\int_0^\Omega\frac{d\omega}{2\omega}\sqrt{\frac{\omega}{2E_F}}=\frac2\pi\sqrt{\frac{\Omega}{2E_F}}$$

of $\chi'$. A power law $\omega^{-a}$ makes $\chi'$ diverge if $a\ge1$; an infinite $N$ needs merely $a>0$.

### Energies away from the Fermi level can place the maximum

Let $\varepsilon=e-\alpha e^2$ with $e=k^2/2m$, small $|\alpha|E_F$ and $k_F$ fixed. For $\alpha>0$, keep only the part where the band still rises, $e<1/2\alpha$. The Fermi velocity is multiplied by $1-2\alpha E_F$, so $N$ is multiplied by $(1-2\alpha E_F)^{-2}$ at every $q$. Its shape is unchanged.

For $\chi'$, use $\varepsilon'-\varepsilon=(e'-e)[1-\alpha(e+e')]$. To first order in $\alpha$ the change is

$$2\alpha\int_k(f-f')\frac{e+e'}{e'-e}=4\alpha\,P\!\!\int_k f\left[1+\frac{2e}{e'-e}\right],$$

because the $f$ and $f'$ terms are equal under $\mathbf k\to-\mathbf k-\mathbf q$. The first part is $2\alpha n=2\alpha N_0E_F$, where $n$ is the electron density.

For the second, let $\chi'_0(q;E)$ be the parabolic result with Fermi energy $E$, and $E_q=q^2/8m$. Then $\chi'_0=4P\int_k\theta(E-e)/(e'-e)$, which equals $N_0[1-\sqrt{1-E/E_q}]$ for $E<E_q$ and $N_0$ above. Summing over energy shells, for $q<2k_F$,

$$2\alpha\int_0^{E_F}\!E\,\frac{d\chi'_0}{dE}\,dE=\alpha N_0E_q\int_0^1\frac{v\,dv}{\sqrt{1-v}}=\frac43\alpha N_0E_q .$$

Altogether $\chi'=N_0\left[1+2\alpha E_F+\tfrac43\alpha E_q\right]$.

For $\alpha>0$ the plateau rises towards $2k_F$; for $\alpha<0$ it is highest at small $q$. Zone sums at $T/E_F=0.01$ show this. With $\alpha E_F=+0.03$, $\chi'/N_0$ goes from 1.064 at $0.2k_F$ to 1.105 at $1.8k_F$. With $-0.03$ it goes from 0.943 to 0.917. The first-order formula gives 1.092 and 0.908 at $1.8k_F$, so terms beyond first order amount to about 0.01. In both cases $N$ is 1.27 times larger at $1.8k_F$ than at its minimum, $\sqrt2k_F$. Thus a maximum of $\chi'$ may coincide with the peak of $N$, but $N$ cannot tell you whether it does.

### When nesting does produce a divergence

Compare two equal circular electron pockets with an electron pocket and an equal hole pocket. Let $\mathbf p$ be the offset from the vector joining their centres. Count only transitions from the first pocket to the second; if the same wavevector also leads from the second to the first, $N$ and $\chi'$ both double. Reversing the sign of one energy leaves $\delta(\varepsilon-\mu)$ unchanged, so both pairs have the same $N(p)$, namely the formula above with $q=p$.

For the electron pair, the integral for $\chi'$ is also the earlier one, and $\chi'=N_0$ for $p\le2k_F$.

For the electron-hole pair, let $\xi$ be the midpoint energy measured from $\mu$, and cut the integral at $|\xi|=E_F$. For small $p$, the parabolic energies at the two displaced momenta are $\xi\mp\delta$, with $\delta=(k_Fp/2m)\cos\varphi$; the hole energy is minus the second. At $T=0$ the Fermi factors cancel for $|\xi|<|\delta|$. Outside that interval the integrand is $1/(2|\xi|)$. The two sides together give

$$\chi'\approx N_0\left\langle\int_{|\delta|}^{E_F}\frac{d\xi}{\xi}\right\rangle_\varphi=N_0\left\langle\ln\frac{k_F}{p|\cos\varphi|}\right\rangle_\varphi=N_0\ln\frac{2k_F}{p}.$$

The last step uses $A=\langle\ln|\cos\varphi|\rangle=\langle\ln|\sin\varphi|\rangle$: adding the two averages gives $2A=\langle\ln|\tfrac12\sin2\varphi|\rangle=A-\ln2$, so $A=-\ln2$.

At $p=0.1k_F$ and $T/E_F=0.004$, direct integration gives $\chi'/N_0=1.00$ for the electron pair and 3.00 for the electron-hole pair. The nesting function is $1.59N_0/E_F$ for both.

At $p=0$ and finite temperature the electron-hole result is

$$\chi'=N_0\int_0^{E_F}\frac{\tanh(\xi/2T)}{\xi}\,d\xi\approx N_0\left[\ln\frac{E_F}{2T}+C\right],\qquad T\ll E_F,$$

with $C$ a finite number, since $\tanh s/s$ is regular at $s=0$ and tends to $1/s$ at large $s$. Within this mean-field model, any fixed $g^2/K>0$ then gives an instability at low enough temperature. What matters for such pockets is that, over a finite part of the Fermi surface, occupied states face empty ones on the other side of $\mu$. The two masses need not be equal, as long as the shifted contours coincide. The logarithm is cut off, and a minimum coupling is needed, if the shifted pockets do not match at all, if they match only at isolated points where the Fermi velocity is finite, or if the states keep a lifetime width that does not vanish as $T\to0$. Saddle points at the Fermi level are an exception to the second case: when $\mathbf q$ joins two of them, $\chi'$ can grow as $\ln(1/T)$ even though the contours meet at those points alone.

### Numbers for a metallic surface band

Take a mass of 0.4 electron masses and a band depth $E_F=0.4$ eV, rough values in the regime of the Cu(111) surface state. They give $k_F=0.205$ Å$^{-1}$ and $N_0=0.0167$ eV$^{-1}$Å$^{-2}$. The model's threshold is $g^2/K=1/N_0\approx60$ eV Å$^2$ for every $q\le2k_F$ at $T=0$.

At $q=\sqrt2k_F$, $N=N_0/(2\pi E_F)=0.0167/(6.283\times0.4)=0.0066$ eV$^{-2}$Å$^{-2}$. At $1.98k_F$ it is 0.0238 in the same unit, 3.6 times larger, while $\chi'=N_0$ at both. Frequencies below 10 meV supply 0.8% of $\chi'$ at $\sqrt2k_F$ and 7.1% at $2k_F$. The latter agrees with $(2/\pi)\sqrt{0.010/0.8}=0.071$. Higher frequencies make up the rest, and the total is the same.

**Temperature.** At $T>0$ let $N$ denote the limit of $\chi''/(\pi\omega)$ at small $\omega$. The thermal $f$ is an average of step functions $\theta(E-\varepsilon)$ with weight $-\partial f/\partial E$, and both $\chi'$ and $\chi''$ are linear in $f$. Thermal occupation therefore averages the $T=0$ results over Fermi energies $E$ with that weight. The chemical potential stays at $E_F$ up to terms of order $e^{-E_F/T}$. At $q=2k_F$, $E_q=E_F$, so $\chi'$ loses $N_0\sqrt{(E_F-E)/E_F}$ for $E<E_F$. For $E>E_F$, $N=N_0/[4\pi\sqrt{E_F(E-E_F)}]$. With $t=|E-E_F|/T$ and $w(t)=e^t/(e^t+1)^2$, for $T\ll E_F$,

$$\frac{\chi'}{N_0}=1-\sqrt{\frac T{E_F}}\int_0^\infty\!\!\sqrt t\,w\,dt,\qquad
N=\frac{N_0}{4\pi\sqrt{E_FT}}\int_0^\infty\!\frac{w\,dt}{\sqrt t}.$$

The integrals are 0.536 and 0.674. At 5 K, $T=0.431$ meV, and $\chi'/N_0=1-0.536\sqrt{0.431/400}=0.98$, slightly below the plateau. Yet $N$ is 10 times its value at $\sqrt2k_F$. At 300 K the ratio of $N$ falls to 1.3 and $\chi'/N_0$ to 0.86. Cooling sharpens the peak in $N$ without creating one in $\chi'$.

**Lifetime.** Let each state have a Lorentzian half-width $\Gamma$. With $G=1/(\omega-\varepsilon+i\Gamma)$, the identity $GG'=(G-G')/(\varepsilon-\varepsilon')$ shows that, without vertex corrections, $\chi'$ keeps its form with $f$ replaced by $\frac12-\frac1\pi\arctan[(\varepsilon-\mu)/\Gamma]$ at $T=0$. For a rough $\Gamma=10$ meV, $N$ at $2k_F$ is 2.2 times its value at $\sqrt2k_F$. Meanwhile $\chi'/N_0$ drops from 0.99 to 0.90 between these wavevectors.

**The real surface.** Copper does not satisfy the assumption that the surface band is alone. A free-electron estimate with one electron per atom, a rough lattice constant of 3.6 Å and a rough surface-state depth of 10 Å gives a bulk density of states of about 0.18 eV$^{-1}$Å$^{-2}$ in that layer, about 11 times $N_0$. This compares densities of states; it is not a calculation of the coupled response. It does show that the neglected states are numerous, so 60 eV Å$^2$ describes the isolated band and should not be used as a stability limit for copper.

For your metal, use the peak in $N(\mathbf q)$ as a map of low-frequency electron-hole absorption. To judge an instability, compute $\chi'(\mathbf q)$ with occupied and empty bands well away from the Fermi level and with the actual matrix elements, then compare it with the coupling and stiffness at each $\mathbf q$. Here $K$ must be the stiffness before these electrons respond; a measured or fully calculated phonon frequency already contains their response. Interactions between electrons, left out here, also change the response, so in a real metal the criterion $g^2\chi'>K$ is a guide and not a final test. The numerical output below lists the values used here.

## Table of computed values

```
effective mass (rough input): 0.40 electron masses
Fermi energy above band bottom (rough input): 0.40 eV
kF: 0.2049 1/angstrom
2 kF: 0.4099 1/angstrom
wavelength 2 pi/(2 kF): 15.33 angstrom
N0, both spins: 0.01671 1/(eV angstrom^2)
threshold g^2/K = 1/N0, q up to 2 kF: 59.8 eV angstrom^2
T=0, q/kF=1.000: N = 0.00768 1/(eV^2 angstrom^2), chi'/N0 = 1.0000
T=0, q/kF=1.414: N = 0.00665 1/(eV^2 angstrom^2), chi'/N0 = 1.0000
T=0, q/kF=1.800: N = 0.00847 1/(eV^2 angstrom^2), chi'/N0 = 1.0000
T=0, q/kF=1.980: N = 0.02380 1/(eV^2 angstrom^2), chi'/N0 = 1.0000
T=0, q/kF=2.5: chi'/N0 = 0.4000
frequency window: 10 meV
share of chi' below window, q/kF=1.414: 0.80 %
share of chi' below window, q/kF=1.980: 2.90 %
share of chi' below window, q/kF=2.000: 7.11 %
coefficient of sqrt(T/EF) in chi'(2kF): 0.5361
coefficient Gamma(1/2)*eta(-1/2) in N(2kF): 0.6737
5 K: thermal energy 0.431 meV
5 K: N(2kF)/N(1.414kF) = 10.264
5 K: chi'/N0 at 1.414kF = 1.0000, at 2kF = 0.9824
300 K: thermal energy 25.852 meV
300 K: N(2kF)/N(1.414kF) = 1.292
300 K: chi'/N0 at 1.414kF = 0.9999, at 2kF = 0.8637
lifetime half-width (rough input): 10 meV
lifetime, T=0: N(2kF)/N(1.414kF) = 2.238
lifetime, T=0: chi'/N0 at 1.414kF = 0.9875, at 2kF = 0.8962
N(1.8kF)/N(1.414kF), any small curvature: 1.2745
curvature runs use T/EF = 0.01
alpha*EF=-0.03: chi'/N0 at 0.2kF = 0.9431, at 1.8kF = 0.9170
alpha*EF=+0.03: chi'/N0 at 0.2kF = 1.0643, at 1.8kF = 1.1050
pocket runs use T/EF = 0.004
pockets, p/kF=0.2: N*EF/N0 = 0.800 for both pairs
  chi'/N0: electron-electron 1.0000, electron-hole 2.3076, ln(2kF/p) 2.3026
pockets, p/kF=0.1: N*EF/N0 = 1.594 for both pairs
  chi'/N0: electron-electron 1.0000, electron-hole 2.9970, ln(2kF/p) 2.9957
copper lattice constant (rough input): 3.6 angstrom
surface-state depth (rough input): 10 angstrom
free-electron bulk states in that depth: 0.1814 1/(eV angstrom^2)
bulk states over N0: 10.9
```
